\section*{Diffusive Relaxation and Crack Opening in a Film on a Viscous Layer}

\section{A crack in a film that can slide slowly}

A stiff film under tension is bonded to a thin layer of glass, which rests on a rigid base. While the glass is cold, the film can hardly contract. When the glass is warm enough to flow, a crack through the film frees two edges, and the film on either side begins to pull back. Each moving part must shear the glass beneath it, so the contraction spreads gradually from the crack. How fast does the crack open?

Let the crack lie along $z$, and let $x$ be the distance from it into the right-hand part of the film. The film has thickness $h$, Young modulus $E$ and Poisson ratio $\nu$. The underlayer has thickness $H$ and Newtonian viscosity $\eta$. Before cracking, the film carries a uniform tension $\sigma_0$ and the underlayer carries no shear stress. The displacement $u(x,t)$ is measured from this state and is positive away from the crack. The crack passes through the film only, is long compared with the distances over which the film relaxes, and forms along its whole length at $t=0$. The interfaces do not slip, the film does not creep, and inertia is neglected.

\section{The diffusion equation}

\subsection{Force balance in the film}

Suppose that $u$ varies over a length $l$ much greater than $h$ and $H$. The stress $\sigma=\sigma_{xx}$ is then nearly uniform through the film. Let $\tau$ be the shear stress which the film exerts on the underlayer; the film feels $-\tau$. A slice of length $dx$ is in balance when
\begin{equation}
h\,[\sigma(x+dx)-\sigma(x)]-\tau\,dx=0
\quad\Rightarrow\quad
h\,\frac{\partial\sigma}{\partial x}=\tau .
\label{balance}
\end{equation}

Because the crack is long, there is no additional strain along $z$. The top of the film is free, so at leading order the normal stress through its thickness vanishes. For the stress changes $\Delta\sigma_{xx}$ and $\Delta\sigma_{zz}$, Hooke's law gives
\begin{align}
0&=\frac{\Delta\sigma_{zz}-\nu\,\Delta\sigma_{xx}}{E}
\quad\Rightarrow\quad \Delta\sigma_{zz}=\nu\,\Delta\sigma_{xx},\nonumber\\
\frac{\partial u}{\partial x}
&=\frac{\Delta\sigma_{xx}-\nu\,\Delta\sigma_{zz}}{E}
=\frac{1-\nu^2}{E}\,\Delta\sigma_{xx}.\nonumber
\end{align}
Hence
\begin{equation}
\sigma=\sigma_0+E'\frac{\partial u}{\partial x},\qquad
E'=\frac{E}{1-\nu^2}.
\label{hooke}
\end{equation}

\subsection{Drag of the underlayer}

Let $y$ run upward from the rigid base, and let $U=\partial u/\partial t$ be the film velocity. In a thin layer the pressure $p$ is nearly independent of $y$, and the horizontal velocity $v$ obeys
\begin{equation}
\eta\frac{\partial^2v}{\partial y^2}=\frac{\partial p}{\partial x},
\qquad v(0)=0,\quad v(H)=U .
\end{equation}
Two integrations and the boundary values give
\begin{equation}
v=\frac{Uy}{H}+\frac{1}{2\eta}\frac{\partial p}{\partial x}\,y(y-H).
\end{equation}
The stress at the film and the volume flux per unit length of crack follow:
\begin{align}
\tau&=\eta\left.\frac{\partial v}{\partial y}\right|_{H}
=\frac{\eta U}{H}+\frac{H}{2}\frac{\partial p}{\partial x},\label{shear}\\
q&=\int_0^H v\,dy=\frac{UH}{2}-\frac{H^3}{12\eta}\frac{\partial p}{\partial x}.\label{flux}
\end{align}

The pressure gradient depends on whether the film can rise. If it were held flat, conservation of volume would make $q$ independent of $x$. Since nothing moves far away, $q$ would vanish. Equation \eqref{flux} then gives $\partial p/\partial x=6\eta U/H^2$, and \eqref{shear} gives
\begin{equation}
\tau_{\rm flat}=\frac{\eta U}{H}+\frac{3\eta U}{H}=\frac{4\eta U}{H}.
\label{flat}
\end{equation}

A free film can instead rise and make room for the liquid. With negligible pressure gradient, $q=UH/2$, and conservation of volume reads
\begin{equation}
\frac{\partial(\delta H)}{\partial t}=-\frac{\partial q}{\partial x}
=-\frac H2\frac{\partial^2u}{\partial x\,\partial t}
\quad\Rightarrow\quad
\delta H=-\frac H2\frac{\partial u}{\partial x}.
\label{lift}
\end{equation}
Away from the crack edge, the film rises where it contracts. To see that this needs little pressure, write $\varepsilon_0=\sigma_0/E'$ for the strain by which the film contracts along $x$ when $\sigma_{xx}$ falls from $\sigma_0$ to zero with no change of strain along $z$. The rise is of order $\varepsilon_0H/2$, and by \eqref{balance} the shear stress is of order $E'h\varepsilon_0/l$. Four effects can contribute to the pressure:
\begin{itemize}
\item Bending stiffness $E'h^3/12$ gives $p\sim E'h^3\varepsilon_0H/(24l^4)$.
\item Film tension gives $p\sim\sigma_0h\varepsilon_0H/(2l^2)$.
\item The shear stress acts a distance $h/2$ below the film's midplane and gives $p\sim h\tau/(2l)$.
\item Where the film contracts, the liquid beneath it stretches vertically. Its viscous normal stress, of size $2\eta\,|\partial U/\partial x|$ at the film, gives $p\sim2\eta U/l\sim2H\tau/l$.
\end{itemize}
With $\partial p/\partial x\sim p/l$, the pressure term $(H/2)\,\partial p/\partial x$ in \eqref{shear}, relative to $\tau$, is of order
\begin{equation}
\frac{h^2H^2}{48l^4},\qquad \frac{\varepsilon_0H^2}{4l^2},\qquad \frac{hH}{4l^2},\qquad \frac{H^2}{l^2},
\label{small}
\end{equation}
respectively. All four are small when $l\gg h,H$. At leading order, therefore, and away from the crack edge,
\begin{equation}
\tau=\frac{\eta}{H}\frac{\partial u}{\partial t}.
\label{drag}
\end{equation}

Insert \eqref{hooke} and \eqref{drag} into \eqref{balance}. Since $\sigma_0$ is uniform, its derivative vanishes, and
\begin{equation}
hE'\frac{\partial^2u}{\partial x^2}=\frac{\eta}{H}\frac{\partial u}{\partial t}
\quad\Rightarrow\quad
\frac{\partial u}{\partial t}=D\frac{\partial^2u}{\partial x^2},
\qquad D=\frac{E'hH}{\eta}.
\label{diffusion}
\end{equation}
What diffuses is displacement, not matter. A stiffer or thicker film pulls harder for a given strain gradient, while a thicker or less viscous underlayer resists less.

\section{The sudden crack}

\subsection{Stress and displacement}

The film has not moved at the instant of cracking, so $u(x,0)=0$. Its new edge carries no stress, and \eqref{hooke} gives
\begin{equation}
\left.\frac{\partial u}{\partial x}\right|_{x=0^+}=-\varepsilon_0,
\qquad u\to0\quad(x\to\infty).
\label{bc}
\end{equation}
It is easiest to find the stress first. Differentiating \eqref{diffusion} with respect to $x$ and multiplying by $E'$ gives
\begin{equation}
\frac{\partial\sigma}{\partial t}=D\frac{\partial^2\sigma}{\partial x^2},
\qquad \sigma(0,t)=0,\quad \sigma(x,0)=\sigma_0 .
\label{stressdiff}
\end{equation}
These conditions contain no length. The profile can therefore depend on $x$ and $t$ only through
\begin{equation}
\xi=\frac{x}{2\sqrt{Dt}},\qquad \sigma=\sigma_0f(\xi).
\end{equation}
The chain rule gives $\partial f/\partial t=-\xi f'/(2t)$ and $\partial^2f/\partial x^2=f''/(4Dt)$. Equation \eqref{stressdiff} becomes
\begin{equation}
f''=-2\xi f'\quad\Rightarrow\quad f'=Ce^{-\xi^2}.
\end{equation}
With $f(0)=0$ and $f(\infty)=1$, the constant is $C=2/\sqrt\pi$, so
\begin{equation}
\sigma=\sigma_0\,\mathrm{erf}\,\xi,
\qquad
\frac{\partial u}{\partial x}=\frac{\sigma-\sigma_0}{E'}
=-\varepsilon_0\,\mathrm{erfc}\,\xi .
\label{stress}
\end{equation}

The displacement vanishes at infinity. Integrating the strain inward and using $dx=2\sqrt{Dt}\,dz$,
\begin{equation}
u=-\int_x^\infty\frac{\partial u}{\partial x'}\,dx'
=2\varepsilon_0\sqrt{Dt}\int_\xi^\infty\mathrm{erfc}\,z\,dz .
\end{equation}
Integration by parts, with $d(\mathrm{erfc}\,z)/dz=-2e^{-z^2}/\sqrt\pi$, gives
\begin{equation}
\int_\xi^\infty\mathrm{erfc}\,z\,dz
=-\xi\,\mathrm{erfc}\,\xi+\frac{2}{\sqrt\pi}\int_\xi^\infty ze^{-z^2}dz
=\frac{e^{-\xi^2}}{\sqrt\pi}-\xi\,\mathrm{erfc}\,\xi .
\end{equation}
Thus
\begin{equation}
u(x,t)=\varepsilon_0\left[2\sqrt{\frac{Dt}{\pi}}\,e^{-x^2/(4Dt)}
-x\,\mathrm{erfc}\frac{x}{2\sqrt{Dt}}\right].
\label{u}
\end{equation}

This also satisfies the original equation for $u$, not merely its derivative. Write $u=2\varepsilon_0\sqrt{Dt}\,g(\xi)$, with $g=e^{-\xi^2}/\sqrt\pi-\xi\,\mathrm{erfc}\,\xi$ and $g'=-\mathrm{erfc}\,\xi$. Then
\begin{equation}
\frac{\partial u}{\partial t}
=\varepsilon_0\sqrt{\frac Dt}\,(g-\xi g')
=\varepsilon_0\sqrt{\frac{D}{\pi t}}\,e^{-\xi^2},
\label{velocity}
\end{equation}
and differentiating the strain in \eqref{stress} gives
\begin{equation}
D\frac{\partial^2u}{\partial x^2}
=D\varepsilon_0\frac{2e^{-\xi^2}}{\sqrt\pi}\frac{1}{2\sqrt{Dt}}
=\varepsilon_0\sqrt{\frac{D}{\pi t}}\,e^{-\xi^2}.
\end{equation}

\subsection{The opening}

At the edge, \eqref{u} gives $u(0,t)=2\varepsilon_0\sqrt{Dt/\pi}$. The left-hand face moves equally far the other way, so the full opening is
\begin{equation}
\boxed{\delta(t)=2u(0,t)=\frac{4\sigma_0}{E'}\sqrt{\frac{Dt}{\pi}}.}
\label{opening}
\end{equation}
The relaxed region has a width of order $\sqrt{Dt}$ and contracts by a strain of order $\varepsilon_0$; their product sets the opening. Substituting $D$ gives
\begin{equation}
\delta=4\sigma_0\sqrt{\frac{hHt}{\pi E'\eta}} .
\end{equation}
At fixed $\sigma_0$, a stiffer film opens less. Its strain falls as $1/E'$, while the relaxed width grows only as $\sqrt{E'}$.

The shear stress under the edge follows from \eqref{drag}, \eqref{velocity} and $\eta D/H=E'h$:
\begin{equation}
\tau(0,t)=\frac{\eta}{H}\varepsilon_0\sqrt{\frac{D}{\pi t}}
=\frac{\sigma_0h}{\sqrt{\pi Dt}} .
\label{edge}
\end{equation}
It diverges as $t\to0$, as does the opening speed. The root law therefore cannot hold down to the instant of cracking.

\subsection{Energy balance}

The two sides of the film release, per unit length of crack,
\begin{equation}
W=2\,\frac{h}{2E'}\int_0^\infty(\sigma_0^2-\sigma^2)\,dx
=\frac{2\sigma_0^2h}{E'}\sqrt{Dt}\int_0^\infty(1-\mathrm{erf}^2\xi)\,d\xi .
\end{equation}
Two integrations by parts, whose boundary terms vanish, give the integral:
\begin{align}
\int_0^\infty(1-\mathrm{erf}^2\xi)\,d\xi
&=\frac4{\sqrt\pi}\int_0^\infty\xi e^{-\xi^2}\mathrm{erf}\,\xi\,d\xi\nonumber\\
&=\frac4\pi\int_0^\infty e^{-2\xi^2}d\xi=\sqrt{\frac2\pi}.
\end{align}
Hence
\begin{equation}
W=\frac{2\sigma_0^2h}{E'}\sqrt{\frac{2Dt}{\pi}} .
\label{energy}
\end{equation}
The power dissipated under both sides is, from \eqref{drag} and \eqref{velocity},
\begin{align}
P&=2\frac\eta H\int_0^\infty\left(\frac{\partial u}{\partial t}\right)^2dx
=\frac{2\eta\varepsilon_0^2D}{\pi Ht}\int_0^\infty e^{-x^2/(2Dt)}dx\nonumber\\
&=\frac{2E'h\varepsilon_0^2}{\pi t}\sqrt{\frac{\pi Dt}{2}}
=E'h\varepsilon_0^2\sqrt{\frac{2D}{\pi t}} .
\end{align}
Since $\int_0^t t'^{-1/2}dt'=2\sqrt t$ and $E'\varepsilon_0^2=\sigma_0^2/E'$, the total dissipation equals \eqref{energy}. The released elastic energy is spent in shearing the underlayer.

\section{Where the root law begins and ends}

\subsection{Late times: neighbouring cracks}

Let parallel cracks a distance $2L$ apart form together. By symmetry $u(L,t)=0$. The final, stress-free state is $u=\varepsilon_0(L-x)$. The remainder $w=u-\varepsilon_0(L-x)$ obeys \eqref{diffusion}, with $\partial w/\partial x=0$ at $x=0$, $w(L,t)=0$ and $w(x,0)=-\varepsilon_0(L-x)$. The functions $\cos k_nx$ with $k_n=(2n+1)\pi/(2L)$, $n=0,1,2,\ldots$, meet both end conditions. The coefficients of $L-x$ are
\begin{equation}
\frac2L\int_0^L(L-x)\cos k_nx\,dx
=\frac{2}{Lk_n}\int_0^L\sin k_nx\,dx
=\frac{2}{Lk_n^2}=\frac{8L}{(2n+1)^2\pi^2},
\end{equation}
because $\cos k_nL=0$. Each term decays as $e^{-Dk_n^2t}$, so each crack opens by
\begin{equation}
\delta=2\varepsilon_0L\left[1-\sum_{n=0}^\infty
\frac{8}{(2n+1)^2\pi^2}
e^{-(2n+1)^2\pi^2Dt/(4L^2)}\right].
\label{finite}
\end{equation}
The opening saturates at $2\varepsilon_0L$. The root law would reach this value at $t=\pi L^2/(4D)$, and it has failed by then.

\subsection{Early times: elasticity of the underlayer}

A real glass also responds elastically. For a Maxwell liquid with shear modulus $G$ and relaxation time $t_M=\eta/G$, the shear strain $u/H$ obeys
\begin{equation}
\frac1H\frac{\partial u}{\partial t}
=\frac\tau\eta+\frac1G\frac{\partial\tau}{\partial t},
\qquad \tau=E'h\frac{\partial^2u}{\partial x^2}.
\end{equation}
Take the Laplace transform, with variable $s$, from the state of rest just before cracking:
\begin{equation}
s\hat u=D(1+st_M)\frac{\partial^2\hat u}{\partial x^2},
\qquad \left.\frac{\partial\hat u}{\partial x}\right|_0=-\frac{\varepsilon_0}{s}.
\end{equation}
The decaying solution is proportional to $e^{-\kappa x}$, with $\kappa^2=s/[D(1+st_M)]$. Its edge value is
\begin{equation}
\hat u(0,s)=\frac{\varepsilon_0}{s\kappa}
=\varepsilon_0\sqrt D\,\frac{\sqrt{1+st_M}}{s^{3/2}} .
\label{maxwell}
\end{equation}
For $t\gg t_M$, small $s$ matters and $\sqrt{1+st_M}\simeq1+st_M/2$. The inverse transforms of $s^{-3/2}$ and $s^{-1/2}$ are $2\sqrt{t/\pi}$ and $1/\sqrt{\pi t}$, so
\begin{equation}
\delta\simeq4\varepsilon_0\sqrt{\frac{Dt}{\pi}}\left(1+\frac{t_M}{4t}\right).
\label{early}
\end{equation}
The root law thus needs $t\gg t_M$ as well as $h,H\ll\sqrt{Dt}$, and $\sqrt{Dt}$ well below $L$.

\section{A ceramic film on softened glass}

Take $E=200$ GPa, $\nu=0.25$, $h=100$ nm, $H=200$ nm, $\sigma_0=500$ MPa, $\eta=10^{10}$ Pa\,s and $L=100\ \mu$m. Then
\begin{align}
E'&=\frac{200}{1-0.25^2}=213.3\ \text{GPa},\qquad
\varepsilon_0=\frac{0.500}{213.3}=0.00234,\nonumber\\
D&=\frac{(2.133\times10^{11})(10^{-7})(2\times10^{-7})}{10^{10}}
=4.27\times10^{-13}\ \text{m}^2/\text{s},\nonumber
\end{align}
or $0.427\ \mu\text{m}^2/\text{s}$. After 100 s, $\sqrt{Dt}=6.53\ \mu$m and
\begin{equation}
\delta=4(0.00234)\frac{6.53\ \mu\text{m}}{\sqrt\pi}=0.0345\ \mu\text{m},
\end{equation}
about 35 nm. At 400 s the opening is 69 nm, and at 1600 s it is 138 nm: each fourfold increase in time doubles it. These are root-law values; the edge zone discussed below lowers them by a tenth or somewhat more at 100 s, and by less at later times.

Two calculations test different parts of the argument. The first treats a sinusoidal stretch of wavenumber $k$ with full plane-strain elasticity in the film and Stokes flow below. For $k=0.153\ \mu\text{m}^{-1}$, which is $1/\sqrt{Dt}$ at 100 s, the decay rate is 0.20\% below $Dk^2$. At half that wavenumber the deficit is 0.051\%, a quarter as large, as expected for a correction proportional to $k^2$. The rise of the film agrees with \eqref{lift} to within 0.1\%. Including the vertical pull of the film tension changes the rate by less than one part in a million. Finite-strain corrections to the stretch itself, of relative order $\varepsilon_0$, are not included.

For a film held flat, the same calculation gives drag coefficients of 200.01 and 200.00 GPa\,s/$\mu$m at the two wavenumbers. Here $\eta/H=10/0.2=50$ GPa\,s/$\mu$m, so the ratio is 4.000, in agreement with \eqref{flat}.

The second calculation replaces the film by blocks 0.2 $\mu$m long, 500 on each side of the crack, joined by springs and slowed by dashpots. The outer ends are fixed and the middle spring is cut. This tests the solution for a given drag law. The opening at 100 s is again 34.55 nm, and the exponent between 100 and 400 s is 0.5000. At 400 s the dashpots have dissipated 2.431 $\mu$J/m, against 2.443 $\mu$J/m from \eqref{energy}. The difference is the energy of the cut spring, $0.2\,h\sigma_0^2/(2E')$ with lengths in micrometres, or 0.012 $\mu$J/m.

The time $L^2/D$ is $2.34\times10^4$ s. At a quarter of it, 5859 s, the finite-spacing result \eqref{finite} is 0.35\% below the root law. At 30\,000 s the root law predicts 598 nm, while \eqref{finite} and the chain both give 453 nm, close to the saturated value of 469 nm.

At 100 s the correction for underlayer elasticity is small, but the correction from the edge zone is not negligible. With $G=30$ GPa, $t_M=0.333$ s and \eqref{early} raises the opening by 0.083\%. The sudden crack itself is an assumption. At large $s$, \eqref{maxwell} gives an immediate elastic opening $\delta_0=2\varepsilon_0\sqrt{Dt_M}$, about 1.8 nm, which releases roughly $\sigma_0\delta_0/2=0.4$ J/m$^2$ of crack area. Here $\sqrt{Dt_M}=0.38\ \mu$m is comparable with $h+H$, so the thin-layer formula gives only the order of magnitude; in full plane-strain elasticity the values are nearer 1.2 nm and 0.3 J/m$^2$. Creating two ceramic surfaces usually costs more than this, so a real crack may need another source of energy, or may advance gradually as the glass relaxes. Equation \eqref{edge} gives an edge shear stress of 4.3 MPa, only $1.4\times10^{-4}$ of $G$. For a film density of 3000 kg/m$^3$, an elastic wave crosses $\sqrt{Dt}$ in about $8\times10^{-10}$ s, so inertia is negligible. The thin-layer description is least reliable within about $h+H$ of the edge. That zone carries roughly
\begin{equation}
\frac{(h+H)\,\tau(0,t)}{\sigma_0h}=\frac{h+H}{\sqrt{\pi Dt}}=0.026
\end{equation}
of the total drag. If the drag there were wrong by its own size, the opening would be expected to shift by a few per cent. The error is larger, because the liquid that lifts the film must be drawn from beneath the gap, which at 100 s is much narrower than the underlayer is thick. So narrow a gap supplies little of it. Pressure then raises the drag near the edge, and the film there sinks instead of rising, over a distance that exceeds $h+H$. With the fourfold drag of \eqref{flat} within $h+H$ of the edge, the opening would be about a tenth smaller. In addition, at distances $r$ from the crack between $\delta$ and $H$ the shear stress is about $4\eta U/(\pi r)$, so the extra drag grows as $\ln(H/\delta)$ for a narrow gap. A reduction of 10 to 15\% at 100 s is therefore to be expected, and it shrinks with time. The surface tension of the glass in the gap has been ignored; for $\gamma\approx0.3$ N/m the ratio $\eta U/\gamma$ is about 3 at 100 s, so it is not negligible there. These are estimates, not a solution of the edge problem.

These parameters are rough values for a stiff ceramic film on a glass layer softened by an anneal near 1073 K, and describe no particular material. The viscosity is especially uncertain, since it varies by orders of magnitude with glass composition and temperature; while the root law holds, a tenfold error changes the opening by a factor of $\sqrt{10}$. Real anneals also depart from the assumed constant, uniform temperature. For a viscosity activation energy of 4 eV, a layer 10 K hotter has 0.671 times the viscosity and opens the crack $1/\sqrt{0.671}=1.22$ times as far at the same time and film stress. This is much larger than the correction for underlayer elasticity at 100 s and somewhat larger than that estimated for the edge zone, but smaller than the effect of a tenfold error in viscosity. Film creep, which would relax the tension that drives the opening, has not been sized.

\section*{Values computed for the example and the checks}
\begin{verbatim}
Young modulus E = 200 GPa, Poisson ratio = 0.25
film thickness h = 100 nm, underlayer H = 200 nm
film tension sigma0 = 500 MPa
viscosity eta = 1.0e+10 Pa s
half spacing L = 100 um
plane-strain modulus E' = 213.33 GPa
initial elastic strain eps0 = 0.00234
diffusivity D = 0.4267 um^2/s = 4.267e-13 m^2/s
time (s), sqrt(Dt) (um), opening law (nm), block chain (nm):
      25    3.266     17.27     17.28
     100    6.532     34.55     34.55
     400   13.064     69.10     69.10
    1600   26.128    138.20    138.20
chain exponent between 100 and 400 s = 0.5000
largest displacement-profile error at 400 s = 3.6e-06
largest stress-profile error / sigma0 at 400 s = 3.2e-06
energy released at 400 s, formula = 2.443 uJ/m
energy dissipated at 400 s, chain = 2.431 uJ/m
strain energy drop at 400 s, chain = 2.443 uJ/m
2D film on Stokes layer, k = 1/sqrt(Dt) at 100 s, then k/2:
  k = 0.1531 and 0.0765 1/um
  rate/(D k^2) - 1 = -2.03e-03 and -5.08e-04
  lift V/(k H U) = -0.4998 and -0.5000
  drag of film held flat, in eta/H = 200.0125 and 200.0031
  relative rate shift by film tension = 5.5e-07
time L^2/D = 2.344e+04 s
at L^2/(4D) = 5859 s: finite/root law - 1 = -3.47e-03
at 30000 s: root law = 598.4 nm
at 30000 s: finite series = 452.6 nm
at 30000 s: block chain = 452.6 nm
saturated opening 2 eps0 L = 468.8 nm
neglected effects at 100 s:
  shear stress at crack edge = 4.32 MPa
  underlayer shear modulus G = 30 GPa
  edge shear stress / G = 1.4e-04
  Maxwell time eta/G = 0.333 s
  opening shift by underlayer elasticity = 8.34e-04
  drag share of edge zone h+H = 0.0259
  film density = 3000 kg/m^3
  elastic wave time over sqrt(Dt) = 7.7e-10 s
temperature = 1073 K, activation energy = 4.0 eV
  10 K hotter: viscosity factor = 0.671
  10 K hotter: opening factor = 1.221
\end{verbatim}
